# Matrix-pencil settings for resolving a ring-resonance doublet from a short ringdown

## One mode, two samples

Let a resonator hold a single decaying mode. Its field, sampled at spacing \(\Delta t\), is \(y_n=cz^n\), with

\[
z=e^{\lambda\Delta t},\qquad \lambda=2\pi i f-\frac{\kappa}{2}.
\]

Here \(f\) is the frequency relative to the local oscillator and \(\kappa\) is the energy decay rate. The full width of the power Lorentzian is \(\kappa/2\pi=-\mathrm{Re}\,\lambda/\pi\). Two noiseless samples give \(z=y_1/y_0\), hence \(\lambda=\ln z/\Delta t\), provided that \(|f|<1/(2\Delta t)\), so that the branch of the logarithm is known. The record length \(T\) sets no limit of order \(1/T\), because the form of the signal is assumed and only its parameters are sought.

Two modes, \(y_n=c_1z_1^n+c_2z_2^n\), obey the recurrence

\[
y_{n+2}=(z_1+z_2)y_{n+1}-z_1z_2\,y_n .
\]

Four samples give two linear equations for the sum and the product of the \(z_k\). Up to sign, their determinant is

\[
y_0y_2-y_1^2=c_1c_2(z_1^2+z_2^2-2z_1z_2)=c_1c_2(z_1-z_2)^2 .
\]

The poles follow if both amplitudes are nonzero and the poles differ. The determinant falls as the square of their distance, so noise brings a resolution limit back.

The user of a program that turns a short time signal into frequencies meets this choice as a setting: read peaks from a Fourier transform, or fit exponentials with a chosen number of poles and a pencil length. Real-time electronic-structure programs pose the same question. In linear response with fixed nuclei, a finite basis and a kernel without memory, the change of the dipole after a weak kick is a sum of exponentials. A real oscillation \(\cos\omega t\) counts as two poles, \(\pm i\omega\), and a permanent dipole that is not subtracted adds one at zero. The numbers below belong to a ring resonator and do not carry over to such a calculation.

## Why the ring has two poles

Let \(a_1,a_2\) be the clockwise and counterclockwise amplitudes. In linear coupled-mode theory

\[
\frac{d}{dt}\begin{pmatrix}a_1\\a_2\end{pmatrix}
=\begin{pmatrix}m+d&b_{12}\\b_{21}&m-d\end{pmatrix}
\begin{pmatrix}a_1\\a_2\end{pmatrix}.
\]

Backscattering gives \(b_{12},b_{21}\); a nonreciprocal difference between the directions gives \(d\). The characteristic equation \((m+d-\lambda)(m-d-\lambda)=b_{12}b_{21}\) is \((\lambda-m)^2=d^2+b_{12}b_{21}\), so

\[
\lambda_\pm=m\pm\sqrt{d^2+b_{12}b_{21}} .
\]

The splitting alone cannot separate nonreciprocity from backscattering, since both stand under one root. If the root vanishes while the coupling matrix is not diagonal, the poles merge at an exceptional point. The signal then in general contains \(te^{mt}\), and the two-exponential form fails.

The example is reciprocal, so \(d=0\), and its backscattering is taken to be symmetric, \(b_{12}=b_{21}=b\). Reciprocity alone does not require this symmetry when the scatterers also cause loss. For splitting \(s\) and linewidth difference \(\Delta w\), set

\[
m=2\pi i f_0-\frac{\kappa}{2},\qquad b=i\pi s-\frac{\pi\Delta w}{2}.
\]

The frequencies are \(f_0\pm s/2\) and the widths \(\kappa/2\pi\pm\Delta w/2\). The combinations \(a_1\pm a_2\) evolve independently with \(m\pm b\). A short pulse that starts the clockwise wave alone therefore gives

\[
a_1(t)=\tfrac12\left(e^{\lambda_+t}+e^{\lambda_-t}\right).
\]

## What the pencil does

Choose a pencil length \(L\) and form the matrix \(Y_{ml}=y_{m+l}\), with \(m=0,\dots,N-L-1\) and \(l=0,\dots,L\). Let \(Y_0\) omit its last column and \(Y_1\) its first. Define \((Z_L)_{mk}=z_k^m\), \((Z_R)_{kl}=z_k^l\) with \(l<L\), \(C=\mathrm{diag}(c_k)\) and \(Z=\mathrm{diag}(z_k)\). Since \(y_{m+l}=\sum_k z_k^m c_k z_k^l\),

\[
Y_0=Z_LCZ_R,\quad Y_1=Z_LCZZ_R,\quad
Y_1-zY_0=Z_LC(Z-zI)Z_R .
\]

For \(2\le L\le N-2\) and distinct poles, \(Z_L\) and \(Z_R\) have rank two. The pencil then loses rank only at \(z=z_1\) or \(z=z_2\).

With noise, \(Y\) has more than two nonzero singular values. Keep the two largest, and let the rows of \(R\) be the conjugate-transposed right singular vectors. Without noise these rows span the row space of \(Y\). Thus an invertible \(2\times2\) matrix \(A\) exists with \(R_0=AZ_R\) and \(R_1=AZZ_R\), where the subscripts again mean last or first column omitted. Because \(Z_R\) has full row rank, \(R_0^+=Z_R^+A^{-1}\) and \(Z_RZ_R^+=I\). Hence

\[
R_1R_0^+=AZA^{-1},
\]

whose eigenvalues are the \(z_k\). In a test on the noiseless example with \(N=40\), lengths \(L=2\), 20 and 38 all returned the poles to within \(10^{-5}\ \mu\mathrm{s}^{-1}\). Without noise, every \(L\) from 2 to \(N-2\) gives the same two poles, so within this range its role is to control noise. In general \(L\) must be at least the number of poles sought.

## How noise passes through the setting

Add noise \(w_n\), so that \(Y\to Y+E\) with \(E_{ml}=w_{m+l}\). Let \(P=Z_LZ_L^+\) project onto the columns of \(Z_L\), and let \(\tilde Z_R\) be \(Z_R\) extended to \(L+1\) columns. Then

\[
Y+PE=Z_LC(\tilde Z_R+F),\qquad F=C^{-1}Z_L^+E .
\]

The rest, \((I-P)E\), is orthogonal to these columns. In \((Y+E)^\dagger(Y+E)\) the cross terms vanish, and the rest enters only quadratically. As long as the signal singular values stand clear of the noise, the retained row space is therefore that of \(\tilde Z_R+F\) to first order.

Now \(\tilde Z_{R,1}=Z\tilde Z_{R,0}\), so the matrix whose eigenvalues are taken becomes, up to a change of basis, \(Z+(F_1-ZF_0)Z_R^+\). A small change of a diagonal matrix with distinct entries shifts each eigenvalue by the diagonal element of the change:

\[
\delta z_k=\frac{u_k(E_1-z_kE_0)q_k}{c_k},
\]

where \(u_k\) is row \(k\) of \(Z_L^+\) and \(q_k\) is column \(k\) of \(Z_R^+\). Each noise sample occurs many times in \(E\). Collect it once by defining \(g_{k,j}=\sum_{m+l=j}u_{km}q_{lk}\), with \(g_{k,-1}=g_{k,N-1}=0\). Since \(\delta\lambda_k=\delta z_k/(z_k\Delta t)\),

\[
\delta\lambda_k=\sum_nW_{kn}w_n,\qquad
W_{kn}=\frac{g_{k,n-1}-z_kg_{k,n}}{c_kz_k\Delta t}.
\]

Take independent circular Gaussian noise with \(\langle|w_n|^2\rangle=\sigma^2\). Half of the variance of \(\delta\lambda_k\) falls in its imaginary part, so

\[
\Delta f_k=\frac{\sigma\|W_k\|}{2\pi\sqrt2},\qquad
\Delta s=\frac{\sigma\|W_+-W_-\|}{2\pi\sqrt2}.
\]

The width is \(-\mathrm{Re}\,\lambda_k/\pi\), so its standard error is twice \(\Delta f_k\). These formulas let a user choose \(L\) before measuring, from rough values of the poles and amplitudes.

The choice can be judged against a bound. Let \(J\) hold the derivatives of the samples with respect to \(c_1,c_2,\lambda_1,\lambda_2\). A linear estimator \(G\) that is unbiased near the true values satisfies \(GJ=I\). The smallest such \(G\) is \(J^+\), with complex covariance \(\sigma^2(J^\dagger J)^{-1}\). For this Gaussian noise that is the Cramér–Rao bound on unbiased estimators.

## Why close poles are costly

Write \(\lambda_\pm=\bar\lambda\pm x\), and let the poles shift by \(\epsilon_\pm\). The signal changes by

\[
e^{\bar\lambda t}\left[p\,t\cosh xt+q\,t\sinh xt\right],\qquad
p=c_+\epsilon_++c_-\epsilon_-,\quad q=c_+\epsilon_+-c_-\epsilon_- .
\]

The amplitudes are unknown too, so any part made of \(\cosh xt\) and \(\sinh xt\) can be absorbed by them. Subtracting \(p\sinh(xt)/x\) and expanding for small \(|x|T\) leaves

\[
t\cosh xt-\frac{\sinh xt}{x}\simeq\frac{x^2t^3}{3},\qquad
t\sinh xt\simeq xt^2 .
\]

The error of \(p\) therefore grows as \(\sigma/|x|^2\), that of \(q\) as \(\sigma/|x|\). The difference of the pole shifts is

\[
\epsilon_+-\epsilon_-=\frac p2\left(\frac1{c_+}-\frac1{c_-}\right)
+\frac q2\left(\frac1{c_+}+\frac1{c_-}\right).
\]

Take equal widths, so that \(|x|=\pi s\). For equal amplitudes the first term vanishes and \(\Delta s\propto\sigma/s\). For fixed unequal amplitudes \(\Delta s\propto\sigma/s^2\). The numerical bound gave exponents \(-1.000\) for equal amplitudes and \(-1.999\) for amplitudes 0.7 and 0.3.

If a fixed relative error is demanded, the smallest usable splitting scales as \(\sigma^{1/2}\) in the equal case and as \(\sigma^{1/3}\) in the unequal one. The pencil itself was tested at equal amplitudes. Going from 4 to 2 MHz while lowering \(\sigma\) from \(4\times10^{-4}\) to \(1\times10^{-4}\) changed the median relative error only from 0.020 to 0.022. Both steps were taken at fixed record length, linewidth and \(L\).

## What a Fourier peak can and cannot tell

The discrete Fourier transform is invertible and loses no information. The limit discussed here belongs to counting and reading peaks. Zero padding interpolates the spectrum but adds no data.

First take an infinite record of two equal, in-phase modes. With \(g=\kappa/2\), \(\beta=\pi s\) and \(\Omega\) the angular frequency from the centre, the envelope \(e^{-gt}\cos\beta t\) has the transform \((g+i\Omega)/[(g+i\Omega)^2+\beta^2]\). Its power is

\[
S=\frac{g^2+\Omega^2}{(g^2+\beta^2-\Omega^2)^2+4g^2\Omega^2}.
\]

Setting \(dS/d(\Omega^2)=0\) and collecting terms gives \(\Omega^4+2g^2\Omega^2=\beta^4+4g^2\beta^2-g^4\). The positive root is

\[
\Omega^2=-g^2+\beta\sqrt{\beta^2+4g^2}.
\]

Two peaks exist if this is positive, which means \(\beta^2>(\sqrt5-2)g^2\), or

\[
s>\sqrt{\sqrt5-2}\;\frac{\kappa}{2\pi}\simeq0.486\,\frac{\kappa}{2\pi}.
\]

A numerical transform of a long record gave the factor 0.4860. In general the peaks do not lie at \(\pm s/2\), because the two complex Lorentzians overlap and interfere. By this formula they lie inside \(\pm s/2\) for \(\beta^2<g^2/2\) and outside for larger \(\beta\).

For a finite record with a real envelope \(h(t)\) about the centre frequency, let \(M_j=\int_0^Tt^jh\,dt\). Expanding the transform to second order in \(\Omega\) gives

\[
|H(\Omega)|^2\simeq M_0^2+\Omega^2(M_1^2-M_0M_2).
\]

A central dip needs \(M_1^2>M_0M_2\). This depends on the relative phase of the modes as well as on their splitting. Suppose the ring was driven steadily at its centre frequency before the laser was cut. For equal widths, the steady state has \(a_2=i(\beta/g)a_1\), and then

\[
h(t)\propto e^{-gt}\left(\cos\beta t-\frac{\beta}{g}\sin\beta t\right).
\]

The envelope now changes sign at \(\tan\beta t=g/\beta\). Because \(M_2\) weights late times most, the negative late part can make \(M_2\) negative while \(M_0\) stays positive. The condition \(M_1^2>M_0M_2\) then holds. A dip can thus appear at a splitting that shows none after a short pulse.

## A 40 ns record

The ring has a loaded quality factor of \(2\times10^7\) at 1550 nm, a mean linewidth of 9.67 MHz and a splitting of 10 MHz. The amplitude lifetime is \(2/\kappa=1/(\pi\times9.671\ \mathrm{MHz})=32.9\) ns. The record has 40 samples at 1 ns spacing and starts 4 ns after the pulse centre. The noise, after averaging 200 ringdowns, is 0.002 of the first sample. The Fourier bin spacing is \(1/(40\ \mathrm{ns})=25\) MHz.

The zero-padded spectrum of the noisy record has one peak above half its maximum, at 59.3 MHz. From the same samples, the pencil with \(L=20\) gives:

| Quantity | True (MHz) | Found (MHz) |
|---|---|---|
| Lower frequency | 55.00 | 55.19 ± 0.19 |
| Upper frequency | 65.00 | 64.80 ± 0.21 |
| Lower width | 9.07 | 8.57 ± 0.39 |
| Upper width | 10.27 | 9.84 ± 0.42 |

The quoted errors are first-order standard errors. The recovered splitting is \(64.801-55.185=9.616\) MHz. It is 0.38 MHz too small, or 1.5 times its standard error of 0.25 MHz. Over 1500 noise realizations the rms error was 0.24 MHz, close to that prediction.

The first four singular values are 9.86, 0.455, 0.016 and 0.015. The second is 28 times the third, while the third and fourth are nearly equal. This supports two poles for this record.

The first-order splitting error is 2.18 MHz at \(L=2\), 0.25 MHz at \(L=20\) and 0.23 MHz at the best lengths, \(L=16\) and \(L=24\), which tie. The bound is 0.20 MHz. To first order, a poor pencil length therefore costs nearly a factor of ten here; at \(L=2\) the noise also biases the result, which this estimate leaves out. By contrast, the step from 20 to 16 gains about a tenth.

A clean 400 ns record does show two peaks, but 11.7 MHz apart. The infinite-record formula, with \(g/2\pi=4.84\) MHz and \(\beta/2\pi=5\) MHz, gives \(2\sqrt{31.0}=11.1\) MHz. Most of the displacement is thus already present for equal widths and in-phase modes. The formula omits the unequal widths, the 4 ns delay and the finite sample spacing. The delay supplies nearly all of the rest: included alone, it raises the separation from 11.1 to 11.7 MHz. The other two change it by less than 0.1 MHz.

With the steadily driven start, the equal-width envelope changes sign near 24 ns, inside the 40 ns record. The clean spectrum then has two peaks 28 MHz apart, nearly three times the true splitting. The pencil recovered the correct poles from those same noiseless samples.

For equal widths and modes in phase at the first sample, the 40 ns spectrum develops a central dip only above 16.9 MHz, even without noise; with the 4 ns delay the limit would be 14.9 MHz. The comparison that follows uses no delay. Call a pencil result successful if its splitting error is below one quarter of the splitting. At \(\sigma=0.002\), at least 90% of 200 trials succeeded at every splitting from 10 down to 5 MHz, in steps of 0.5 MHz. At 4.5 MHz the rate was 84%. The ratio of the limits is \(16.9/5.0=3.4\), for these two different criteria and this noise.

The failure at 4.5 MHz comes earlier than linear theory suggests. Scaling the median error measured at 4 MHz, and assuming a Gaussian distribution, predicts about 97% success. Mixing of the weak second singular vector with noise is a plausible cause, but this was not isolated.

## The model beside a real ring

These parameters are rough values for a low-loss silicon nitride ring, here of 200 μm radius and 1.5 μm² mode area. The assumed quality factor lies near the best reported for so tightly confined a mode, and most such rings have broader lines. The starting output power is 0.5 μW. A high-side estimate of the Kerr shift is 55 kHz, and heating by absorption adds at most about 7 kHz per shot, of which 5 kHz comes from the energy still stored at the first sample. Thermorefractive noise at 300 K is about 42 kHz rms. A 100 Hz laser linewidth gives a phase drift equivalent to about 20 kHz over one record, but the two-pole fit amplifies such phase wander: in one shot each fitted frequency moves by about 0.14 to 0.17 MHz rms, and the splitting by about 0.03 MHz. Averaging 200 shots with independent wander lowers these errors to about 0.01 and 0.002 MHz. In the averaged record each of these effects is thus below the 0.2 MHz frequency error. Averaged shot noise is 0.0013 of the first sample, within the assumed 0.002. The model also assumes a common optical phase and constant temperature while the 200 ringdowns are averaged; with random phases the averaged field would largely cancel. The ring shifts by 2.3 MHz/mK, so 0.1 mK moves both frequencies by 0.23 MHz, as much as the statistical error. A uniform shift enters \(m\) and cancels in the splitting; drift during averaging also distorts the averaged decay.

## Choosing the settings

- **Number of poles.** Count the singular values that stand clearly above those left by noise, which fall gradually and need not form a flat floor. If the second sinks into that group, do not rely on the two poles that the pencil returns. This alone does not rule out a doublet: a fit with one pole may still leave a residual larger than the noise explains.
- **Pencil length.** Evaluate \(\sigma\|W_+-W_-\|\) over \(L\) with approximate poles. For a record like this one, lengths of 16 and 20 out of 40 samples are sound and \(L=2\) is not.
- **Start of the record.** Begin after the pulse and the receiver transient, since either adds terms outside the two-pole form. Waiting longer costs signal: each mode decays roughly as \(e^{-\kappa t/2}\), and beating between the modes can lower the measured field further.
- **Excitation.** If the splitting is the target and is small compared with \(1/T\), aim for mode amplitudes equal in size and phase, which give the milder error growth. Equal phase at the first sample is not the optimum, however; it can be better for the modes to come into phase within the record. For equal widths, equal amplitude sizes and \(L=20\), a 45 degree lag of the upper mode lowers the first-order error from 0.44 to 0.21 MHz at \(s=5\) MHz and from 0.21 to 0.07 MHz at 10 MHz, but raises it from 1.1 to 2.8 MHz at 2 MHz. A 45 degree lead raises it in all three cases.
- **Fourier transform.** Use it to find the band and to reveal unexpected lines. Read a splitting from its peaks only when \(s\) well exceeds both the linewidth and \(1/T\). For equal modes with the linewidth of this ring, a 40 ns record and relative phases of 0, 90 and 180 degrees, the peak separation is up to 17% off at \(s=2/T\) and up to 4% off at \(s=4/T\).

The main computed values are in the numerical output below.

## Values computed for the example and the checks

```
wavelength 1550 nm, loaded Q 2.0e+07
mean linewidth 9.671 MHz
amplitude lifetime 32.91 ns
record 40 ns, N 40, spacing 1 ns, L 20
relative noise sigma 0.0020, averages 200
pulse centre to first sample 4 ns
DFT bin spacing 1/T 25.0 MHz
true splitting 10.00 MHz
lower f true 55.000, found 55.185 MHz
lower f standard error 0.193 MHz
lower width true 9.071, found 8.573 MHz
lower width standard error 0.386 MHz
upper f true 65.000, found 64.801 MHz
upper f standard error 0.209 MHz
upper width true 10.271, found 9.844 MHz
upper width standard error 0.418 MHz
found splitting 9.616 MHz
singular values 1-4: 9.8559 0.4546 0.0162 0.0148
splitting error, first-order theory 0.2503 MHz
splitting error, 1500 trials rms 0.2403 MHz
splitting error, Cramer-Rao bound 0.2038 MHz
best pencil length 16, error 0.2258 MHz
splitting error at pencil length 2: 2.1784 MHz
error exponent, equal amplitudes -1.000
error exponent, amplitudes 0.7 and 0.3: -1.999
median relative error, 4 MHz, sigma 4e-4: 0.0201
median relative error, 2 MHz, sigma 1e-4: 0.0224
pencil limit (90 % success, 0.5 MHz grid) 5.0 MHz
success at 4.5 MHz: 84.0 %
DFT dip limit, 40 ns record 16.91 MHz
DFT limit / pencil limit 3.38
long-record dip ratio: DFT 0.4860
long-record dip ratio: formula 0.4859
long-record dip limit 4.70 MHz
short noisy DFT: 1 peak, 59.30 MHz
400 ns clean DFT: 2 peaks
400 ns DFT peak separation 11.65 MHz
driven start, 40 ns DFT: 2 peaks
driven start, DFT peak separation 28.45 MHz
ring radius 200 um, mode area 1.5 um2
output power at start 0.50 uW
pulse 2 ns, peak power 0.135 mW
circulating power 1.87 mW
Kerr shift, upper bound 55.1 kHz
heating shift per shot, upper bound 5.03 kHz
temperature shift 2.303 MHz/mK
thermorefractive noise at 300 K 41.8 kHz
laser width 100 Hz, error 19.9 kHz
shot noise after averaging 0.00127 of first sample
receiver settling residue 8.1e-05
next longitudinal mode 113.6 GHz away
```
